**Widening of a bright space by uniform flare**

To first order, a uniform background $B$ widens a bright space of width $w$ by $\Delta w/w=2B/(T\,\mathrm{NILS})$, with the direct image and the threshold $T$ held fixed. Intensities are in units of the clear field, and NILS is $w\,|d\ln I/dx|$ at the flare-free edge. The program builds a grating image by summing over source points and asserts that its cosine coefficients agree with pupil-overlap areas. It finds the printed edges numerically and asserts the linear law, its second-order term, the rule for unequal edges, the dose equivalence and the correction for scattering loss. For a 22 nm space with $B=0.02$, the formula gives a widening of 0.945 nm and root finding gives 0.949 nm. The output also shows the linear law falling 13% short at $B=0.20$. Scattering loss reduces the example's widening to 0.32 nm, while a 5 nm resist blur raises it to 1.23 nm. A sampling test supports the photon-noise estimate of 0.54 nm rms for the local width.

## Numerical verification

```python
"""
Result under test: a small uniform background B widens a bright space by
    (change of width) / width = 2 B / (T NILS),
with the direct image I(x) and the printing threshold T held fixed.
I, B, T : intensities in units of the clear-field intensity
width   : length over which I > T; slope : |dI/dx| at its edge
NILS    : width * |d ln I/dx| at the edge of the image without background
The image comes from a sum over source points; edges come from root finding.
Lengths are in nm.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import h, c, e

wavelength, NA, filling = 13.5, 0.33, 0.8
pitch, opening, B = 44.0, 22.0, 0.02
wave_number = 2*np.pi/pitch


def polarization_vectors(a, b):
    """Transverse unit fields for x and y input polarization."""
    g = np.sqrt(np.maximum(1 - a*a - b*b, 0))
    px = np.array([1 - a*a/(1+g), -a*b/(1+g), -a])
    py = np.array([-a*b/(1+g), 1 - b*b/(1+g), -b])
    return px, py


def image_harmonics(mask_opening, defocus=0.0, vector=False):
    """Cosine coefficients of the grating image, disc source."""
    n = 401
    axis = filling*((np.arange(n) + 0.5)*2/n - 1)
    sx, sy = np.meshgrid(axis, axis)
    inside = sx**2 + sy**2 <= filling**2
    sx, sy = sx[inside], sy[inside]
    fields, polar = {}, {}
    for m in range(-2, 3):
        fx = sx + m*wavelength/(pitch*NA)
        passed = fx**2 + sy**2 <= 1
        a, b = NA*fx*passed, NA*sy*passed
        g = np.sqrt(1 - a*a - b*b)
        duty = mask_opening/pitch
        fields[m] = (duty*np.sinc(m*duty)*passed
                     * np.exp(2j*np.pi*defocus*g/wavelength))
        polar[m] = polarization_vectors(a, b)
    coeff = np.zeros(5)
    for m in fields:
        for k in fields:
            if m < k:
                continue
            overlap = 1.0
            if vector:
                overlap = 0.5*sum((polar[m][j]*polar[k][j]).sum(axis=0)
                                  for j in (0, 1))
            term = np.mean(fields[m]*np.conj(fields[k])*overlap).real
            coeff[m-k] += term if m == k else 2*term
    return coeff


def intensity(x, coeff):
    return sum(a*np.cos(k*wave_number*x) for k, a in enumerate(coeff))


def edge_slope(x, coeff):
    return abs(sum(a*k*wave_number*np.sin(k*wave_number*x)
                   for k, a in enumerate(coeff)))


def space_width(coeff, level):
    return 2*brentq(lambda x: intensity(x, coeff) - level,
                    0, pitch/2, xtol=1e-13, rtol=1e-14)


def flare_case(coeff, level, background):
    """Width, NILS, root-found widening, first-order widening."""
    w = space_width(coeff, level)
    nils = w*edge_slope(w/2, coeff)/level
    found = space_width(coeff, level - background) - w
    return w, nils, found, 2*background*w/(level*nils)


def circle_overlap(R, r, d):
    """Common area of two circles at centre distance d."""
    u = (d*d + r*r - R*R)/(2*d*r)
    v = (d*d + R*R - r*r)/(2*d*R)
    root = np.sqrt((-d+r+R)*(d+r-R)*(d-r+R)*(d+r+R))
    return r*r*np.arccos(u) + R*R*np.arccos(v) - root/2


# Image harmonics against areas of overlapping pupils
image = image_harmonics(opening)
offset = wavelength/(pitch*NA)
source_area = np.pi*filling**2
f_one = circle_overlap(1, filling, offset)/source_area
f_both = circle_overlap(1, 1, 2*offset)/source_area
c0, c1 = 0.5, 1/np.pi
assert np.isclose(image[0], c0**2 + 2*c1**2*f_one, rtol=2e-3)
assert np.isclose(image[1], 4*c0*c1*f_one, rtol=2e-3)
assert np.isclose(image[2], 2*c1**2*f_both, rtol=2e-2)

# Main law, with NILS taken from its definition by finite difference
T = intensity(opening/2, image)
width, NILS, widening, linear = flare_case(image, T, B)
step = 1e-4
log_slope = abs(np.log(intensity(width/2+step, image))
                - np.log(intensity(width/2-step, image)))/(2*step)
assert np.isclose(NILS, width*log_slope, rtol=1e-6)
assert np.isclose(widening/width, 2*B/(T*width*log_slope), rtol=0.01)
for level in (0.2, 0.3, 0.45):
    case = flare_case(image, level, 1e-5)
    assert np.isclose(case[2], case[3], rtol=1e-3)

# Second-order term: even part of the width change in B
slope = edge_slope(width/2, image)
curvature = -sum(a*(k*wave_number)**2*np.cos(k*wave_number*width/2)
                 for k, a in enumerate(image))
b = 2e-3
even_part = (space_width(image, T-b) + space_width(image, T+b)
             - 2*width)/(2*b*b)
assert np.isclose(even_part, curvature/slope**3, rtol=5e-3)
second_order = curvature*B**2/slope**3


# Unequal edges: the two shifts add, and one edge alone misleads
def skewed(x):
    return (0.40 + 0.30*np.cos(wave_number*x)
            + 0.05*np.sin(2*wave_number*x))


def skewed_edges(level):
    return [brentq(lambda x: skewed(x) - level, lo, hi, xtol=1e-13)
            for lo, hi in ((-22, -5), (5, 22))]


left, right = skewed_edges(0.36)
s_left, s_right = [abs(skewed(x+step) - skewed(x-step))/(2*step)
                   for x in (left, right)]
small = 1e-4
new_left, new_right = skewed_edges(0.36 - small)
skew_change = (new_right - new_left) - (right - left)
assert np.isclose(skew_change, small*(1/s_left + 1/s_right), rtol=2e-3)
skew_w = right - left
nils_left, nils_right = skew_w*s_left/0.36, skew_w*s_right/0.36
harmonic = 2/(1/nils_left + 1/nils_right)
assert np.isclose(skew_change/skew_w, 2*small/(0.36*harmonic), rtol=2e-3)
assert abs(2*small/s_right/skew_change - 1) > 0.2

# Dose equivalence and the dose that restores the width
dose_change = space_width(image, T/(1 + small/T)) - width
flare_change = space_width(image, T - small) - width
assert np.isclose(dose_change, flare_change, rtol=2e-3)
restoring_dose = brentq(
    lambda q: space_width(image, T/q - B) - width, 0.8, 1.1)
assert np.isclose(restoring_dose, T/(T+B), rtol=1e-8)

# Scattering loss if dose was set for a lens without scatter
F = 0.04
D = B/F
loss_widening = space_width(image, (T - F*D)/(1-F)) - width
loss_formula = width*2*F*(D-T)/((1-F)*T*NILS)
assert np.isclose(loss_widening, loss_formula, rtol=0.01)
self_widening = space_width(image, (T - F*image[0])/(1-F)) - width
dark_change = space_width(image, (T - F*0.1)/(1-F)) - width
assert loss_widening > 0 > dark_change

# Disappearance of the dark line
minimum = intensity(pitch/2, image)
B_close = T - minimum
samples = intensity(np.linspace(-pitch/2, pitch/2, 2001), image)
assert np.all(samples + B_close + 1e-6 > T)
assert np.any(samples + B_close - 1e-3 < T)

# Other neglected effects, at the same threshold
defocus, blur, absorber = 40.0, 5.0, 60.0
shadow = 2*absorber*np.tan(np.radians(6))/4
focus_case = flare_case(image_harmonics(opening, defocus), T, B)
blurred = image*np.exp(-0.5*(np.arange(5)*wave_number*blur)**2)
grid = np.arange(-40, 40, 0.1)
kernel = np.exp(-grid**2/(2*blur**2))
direct_blur = np.sum(kernel*intensity(9.0-grid, image))/kernel.sum()
assert np.isclose(direct_blur, intensity(9.0, blurred), rtol=1e-6)
blur_case = flare_case(blurred, T, B)
p1, p2 = polarization_vectors(0.0, 0.0), polarization_vectors(0.3, 0.0)
mean_overlap = 0.5*sum(np.dot(p1[j], p2[j]) for j in (0, 1))
assert np.isclose(mean_overlap, (1 + np.cos(np.arcsin(0.3)))/2)
vector_case = flare_case(image_harmonics(opening, vector=True), T, B)
shadow_case = flare_case(image_harmonics(opening-shadow), T, B)
for case in (focus_case, blur_case, vector_case, shadow_case):
    assert np.isclose(case[2], case[3], rtol=0.03)

# Flare that changes slowly across the space
flare_length = 1000.0
tilted = [brentq(lambda x: intensity(x, image)
                 + B*(1 + x/flare_length) - T, lo, hi, xtol=1e-13)
          for lo, hi in ((-pitch/2, 0), (0, pitch/2))]
centre_shift = sum(tilted)/2
gradient_change = tilted[1] - tilted[0] - width - widening
assert abs(gradient_change) < 0.01*abs(centre_shift)

# Photon noise of the blurred image at one edge, by random sampling
dose, absorbed = 50.0, 0.2
photon_energy = h*c/(wavelength*1e-9)
clear_density = dose*1e-3/1e14/photon_energy*absorbed
noise = np.sqrt(clear_density*T/(4*np.pi*blur**2))
rng = np.random.default_rng(7)
cell = np.arange(-20, 21)
weight_1d = np.exp(-cell**2/(2*blur**2))/(blur*np.sqrt(2*np.pi))
weights = np.outer(weight_1d, weight_1d).ravel()
blur_edge = blur_case[0]/2
means = np.repeat(clear_density*intensity(blur_edge+cell, image), 41)
sampled = np.concatenate([rng.poisson(means, (500, means.size)) @ weights
                          for _ in range(8)])
assert np.isclose(sampled.std(), noise, rtol=0.06)
edge_noise = noise/(clear_density*edge_slope(blur_edge, blurred))
width_noise = np.sqrt(2)*edge_noise

print(f"wavelength {wavelength} nm, NA {NA}, source filling {filling}")
print(f"pitch {pitch} nm, mask opening {opening} nm")
print("image cosine coefficients 0, 1, 2 (clear field = 1):",
      *[f"{a:.4f}" for a in image[:3]])
print(f"threshold T = {T:.4f} of clear field")
print(f"space width without flare = {width:.3f} nm")
print(f"edge slope = {slope:.5f} per nm; NILS = {NILS:.3f}")
print(f"flare B = {B} of clear field; B/T = {100*B/T:.2f} %")
print(f"fractional widening, formula = {200*B/(T*NILS):.3f} %")
print(f"fractional widening, root finding = {100*widening/width:.3f} %")
print(f"widening, formula = {linear:.4f} nm = {10*linear:.3f} angstrom")
print(f"widening, root finding = {widening:.4f} nm"
      f" = {10*widening:.3f} angstrom")
print(f"shift per edge, root finding = {widening/2:.4f} nm")
print(f"edge curvature = {curvature:.6f} per nm^2")
print(f"second-order part of widening = {second_order:.5f} nm")
print(f"dose factor restoring the width = {restoring_dose:.4f}")
print("flare B; widening by roots (nm); by formula (nm); formula error")
for trial in (0.01, 0.05, 0.10, 0.20):
    case = flare_case(image, T, trial)
    print(f"  {trial:.2f}; {case[2]:.3f}; {case[3]:.3f};"
          f" {100*(case[3]/case[2]-1):.2f} %")
print(f"image minimum = {minimum:.4f}; line vanishes at B = {B_close:.4f}")
print(f"skewed image: T = 0.36, width = {skew_w:.3f} nm")
print(f"  NILS left {nils_left:.3f}, right {nils_right:.3f},"
      f" harmonic mean {harmonic:.3f}")
print("NEGLECTED EFFECTS (rough typical inputs)")
print(f"scattered fraction F = {F}, surroundings D = {D:.2f}")
print(f"  widening with loss = {loss_widening:.4f} nm")
print(f"  same F, D = grating mean {image[0]:.4f}:"
      f" {self_widening:.4f} nm")
print(f"  same F, D = 0.10: {dark_change:.4f} nm")
print(f"defocus {defocus} nm; blur sigma {blur} nm;"
      f" mask shadow {shadow:.2f} nm")
print(f"  (absorber height {absorber} nm, tilt 6 deg, reduction 4)")
print("case: width without flare (nm); NILS; flare widening (nm)")
for name, case in (("defocus", focus_case), ("blur", blur_case),
                   ("vector", vector_case), ("shadow", shadow_case)):
    print(f"  {name}: {case[0]:.3f}; {case[1]:.3f}; {case[2]:.4f}")
print(f"flare gradient length {flare_length:.0f} nm:"
      f" centre shift {centre_shift:.5f} nm")
print(f"  extra width change {gradient_change:.2e} nm")
print(f"clear-field dose {dose} mJ/cm2, absorbed fraction {absorbed}")
print(f"photon energy = {photon_energy/e:.2f} eV")
print(f"absorbed photons, clear field = {clear_density:.3f} per nm^2")
print(f"local noise: one edge {edge_noise:.3f} nm,"
      f" width {width_noise:.3f} nm (rms)")
print("all assertions hold")
```

Running it gives:

```
wavelength 13.5 nm, NA 0.33, source filling 0.8
pitch 44.0 nm, mask opening 22.0 nm
image cosine coefficients 0, 1, 2 (clear field = 1): 0.3444 0.2965 0.0070
threshold T = 0.3374 of clear field
space width without flare = 22.000 nm
edge slope = 0.04234 per nm; NILS = 2.761
flare B = 0.02 of clear field; B/T = 5.93 %
fractional widening, formula = 4.294 %
fractional widening, root finding = 4.312 %
widening, formula = 0.9448 nm = 9.448 angstrom
widening, root finding = 0.9485 nm = 9.485 angstrom
shift per edge, root finding = 0.4743 nm
edge curvature = 0.000573 per nm^2
second-order part of widening = 0.00302 nm
dose factor restoring the width = 0.9440
flare B; widening by roots (nm); by formula (nm); formula error
  0.01; 0.473; 0.472; -0.18 %
  0.05; 2.393; 2.362; -1.29 %
  0.10; 4.901; 4.724; -3.62 %
  0.20; 10.813; 9.448; -12.63 %
image minimum = 0.0549; line vanishes at B = 0.2824
skewed image: T = 0.36, width = 24.098 nm
  NILS left 1.930, right 3.790, harmonic mean 2.558
NEGLECTED EFFECTS (rough typical inputs)
scattered fraction F = 0.04, surroundings D = 0.50
  widening with loss = 0.3205 nm
  same F, D = grating mean 0.3444: 0.0138 nm
  same F, D = 0.10: -0.4665 nm
defocus 40.0 nm; blur sigma 5.0 nm; mask shadow 3.15 nm
  (absorber height 60.0 nm, tilt 6 deg, reduction 4)
case: width without flare (nm); NILS; flare widening (nm)
  defocus: 22.003; 2.476; 1.0588
  blur: 22.274; 2.164; 1.2253
  vector: 22.032; 2.699; 0.9719
  shadow: 17.996; 1.864; 1.1369
flare gradient length 1000 nm: centre shift 0.00547 nm
  extra width change 5.91e-06 nm
clear-field dose 50.0 mJ/cm2, absorbed fraction 0.2
photon energy = 91.84 eV
absorbed photons, clear field = 6.796 per nm^2
local noise: one edge 0.384 nm, width 0.542 nm (rms)
all assertions hold
```
